# Kinetic energy error of one-bead contraction with multiple time stepping: a program that tests the result

```python
# Result under test: ring-polymer contraction to ONE bead, combined with multiple
# time stepping, on the difference potential (target minus reference).
# The reference acts on all beads, the difference only on the centroid X.
# Claims: for harmonic potentials the kinetic energy is that of the reference;
# for Morse potentials only a small anharmonic part of the error is repaired.
# Symbols (atomic units, hbar = 1): MASS, DEPTH D, range parameter a,
# BETA = 1/(kB T), curvature k = 2 D a^2, "soft"/"stiff" = reference with
# curvature 0.95 k / 1.05 k.
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.linalg import expm, solve_discrete_lyapunov
from scipy.optimize import brentq

MASS, DEPTH, A_TARGET, BETA = 2000.0, 0.2, 1.0, 1000.0
MISMATCH = 0.05
K_TARGET = 2 * DEPTH * A_TARGET**2
OMEGA = np.sqrt(K_TARGET / MASS)


def morse(a):
    return (lambda x: DEPTH * (1 - np.exp(-a * x))**2,
            lambda x: 2 * DEPTH * a * (np.exp(-a * x) - np.exp(-2 * a * x)))


def harmonic(k):
    return (lambda x: 0.5 * k * x**2, lambda x: k * x)


# ---------- noise-free path integrals by transfer matrices ----------
GRID = np.linspace(-0.95, 1.45, 97)
SPACING = GRID[1] - GRID[0]
CENTROID = np.linspace(-0.45, 0.55, 101)
D_LAMBDA = 2 * np.pi / 1.6
LAMBDA = D_LAMBDA * np.arange(62)


def bead_kernel(potential, beads, mass):
    tau = BETA / beads
    v = potential[0](GRID)
    distance = GRID[:, None] - GRID[None, :]
    return (np.sqrt(mass / (2 * np.pi * tau)) * SPACING
            * np.exp(-mass * distance**2 / (2 * tau)
                     - 0.5 * tau * (v[:, None] + v[None, :])))


def plain(potential, beads):
    """Uncontracted path integral: [kinetic energy, mean position]."""
    power = np.linalg.matrix_power(bead_kernel(potential, beads, MASS), beads)
    density = np.diag(power) / np.trace(power)
    return np.array([0.5 * density @ (GRID * potential[1](GRID)),
                     density @ GRID])


def contracted(ref, target, beads, mass=MASS):
    """[K consistent, mean centroid, K with target bead forces], log Z."""
    base = bead_kernel(ref, beads, mass)
    phase = np.exp(0.5j * LAMBDA[:, None] * GRID[None, :] / beads)
    stack = phase[:, :, None] * base[None] * phase[:, None, :]
    diag = np.diagonal(np.linalg.matrix_power(stack, beads), axis1=1, axis2=2)
    weight = np.full(len(LAMBDA), 2.0)
    weight[0] = 1.0
    back = np.exp(-1j * np.outer(CENTROID, LAMBDA)) * weight
    joint = (back @ diag).real * D_LAMBDA / (2 * np.pi)
    difference = target[0](CENTROID) - ref[0](CENTROID)
    joint = joint * np.exp(-BETA * difference)[:, None]
    total = joint.sum()
    joint = joint / total
    deviation = GRID[None, :] - CENTROID[:, None]
    k_ref = 0.5 / BETA + 0.5 * np.sum(joint * deviation * ref[1](GRID))
    k_mix = 0.5 / BETA + 0.5 * np.sum(joint * deviation * target[1](GRID))
    mean = np.sum(joint.sum(axis=1) * CENTROID)
    log_z = np.log(total * (CENTROID[1] - CENTROID[0]))
    return np.array([k_ref, mean, k_mix]), log_z


def many_beads(function):
    """Remove the leading 1/P^2 error from 64 and 128 beads."""
    return (4 * function(128) - function(64)) / 3


target = morse(A_TARGET)
a_soft = A_TARGET * np.sqrt(1 - MISMATCH)
a_stiff = A_TARGET * np.sqrt(1 + MISMATCH)
soft, stiff = morse(a_soft), morse(a_stiff)

# the centroid-resolved calculation reproduces the ordinary one
check = contracted(target, target, 32)[0]
assert abs(check[0] / plain(target, 32)[0] - 1) < 1e-7

# consistent estimator against the mass derivative of log Z
k_soft_32 = contracted(soft, target, 32)[0][0]
rel = 1e-3
log_up = contracted(soft, target, 32, MASS * (1 + rel))[1]
log_down = contracted(soft, target, 32, MASS * (1 - rel))[1]
k_mass = (log_up - log_down) / (2 * rel * BETA)
assert abs(k_mass / k_soft_32 - 1) < 5e-6


# harmonic limit: contracted kinetic energy is that of the reference
def k_harmonic(omega, beta=BETA):
    return omega / 4 / np.tanh(beta * omega / 2)


omega_soft = OMEGA * np.sqrt(1 - MISMATCH)
h_ref, h_target = harmonic(K_TARGET * (1 - MISMATCH)), harmonic(K_TARGET)
k_h = many_beads(lambda p: contracted(h_ref, h_target, p)[0])[0]
assert abs(k_h / k_harmonic(omega_soft) - 1) < 1e-4
err_h = k_h / k_harmonic(OMEGA) - 1


def sensitivity(beta):
    y = beta * OMEGA / 2
    return 0.5 * (1 - 2 * y / np.sinh(2 * y))


for beta in (100.0, BETA):
    d = 1e-4
    slope = (np.log(k_harmonic(OMEGA * np.sqrt(1 + d), beta))
             - np.log(k_harmonic(OMEGA * np.sqrt(1 - d), beta))) / (2 * d)
    assert abs(slope - sensitivity(beta)) < 1e-6


# Morse potentials
def k_ground(a):
    return a * np.sqrt(2 * DEPTH / MASS) / 4 - a**2 / (8 * MASS)


t_inf = many_beads(lambda p: plain(target, p))
r_inf = many_beads(lambda p: plain(soft, p))
c_inf = many_beads(lambda p: contracted(soft, target, p)[0])
s_inf = many_beads(lambda p: contracted(stiff, target, p)[0])
assert abs(t_inf[0] / k_ground(A_TARGET) - 1) < 1e-4
assert abs(r_inf[0] / k_ground(a_soft) - 1) < 1e-4
err_ref = r_inf[0] / t_inf[0] - 1
err_soft = c_inf[0] / t_inf[0] - 1
err_stiff = s_inf[0] / t_inf[0] - 1
err_mixed = c_inf[2] / t_inf[0] - 1
assert err_soft < 0 < err_stiff and err_mixed > 0

# leading anharmonic estimates; omitted terms are of relative order 10 percent
sigma2 = 1 / (2 * MASS * OMEGA)
x0 = 1.5 * A_TARGET * sigma2
gain_formula = 2.25 * A_TARGET**2 * sigma2 * MISMATCH
gain = c_inf[0] / r_inf[0] - 1
shift = c_inf[1] - r_inf[1]
assert abs(gain / gain_formula - 1) < 0.25
assert abs(shift / (-MISMATCH * x0) - 1) < 0.25
err_formula = k_ground(a_soft) * (1 + gain_formula) / k_ground(A_TARGET) - 1
assert abs(err_formula - err_soft) < 5e-4

# ---------- outer-step analysis, harmonic, units m = k = hbar = 1 ----------
BEADS = 32
b = BETA * OMEGA
kr, dk = 1 - MISMATCH, MISMATCH
eye = np.eye(BEADS)
laplacian = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
ring = (BEADS / b)**2 * laplacian


def outer_matrix(step, contract):
    zero = np.zeros((BEADS, BEADS))
    flow = expm(step * np.block([[zero, eye], [-(ring + kr * eye), zero]]))
    spread = np.ones((BEADS, BEADS)) / BEADS if contract else eye
    kick = np.block([[eye, zero], [-0.5 * step * dk * spread, eye]])
    return kick @ flow @ kick


def growth(step, contract):
    return np.max(np.abs(np.linalg.eigvals(outer_matrix(step, contract))))


def k_effective(step):
    phi = np.sqrt(kr) * step
    return kr + dk * phi / np.tan(phi) - dk**2 * step**2 / 4


# stationary covariance of the thermostatted propagation
k_reference_sum = np.sum(kr / (kr + np.linalg.eigvalsh(ring))) / (2 * b)
for step in (0.4, 1.5):
    damp = 0.8
    thermostat = np.diag(np.r_[np.ones(BEADS), np.full(BEADS, damp)])
    noise = np.diag(np.r_[np.zeros(BEADS),
                          np.full(BEADS, (1 - damp**2) * BEADS / b)])
    half = thermostat @ outer_matrix(step, True)
    cov = solve_discrete_lyapunov(half @ thermostat,
                                  half @ noise @ half.T + noise)
    qq = cov[:BEADS, :BEADS]
    centroid_var = qq.mean()
    assert abs(centroid_var * b * k_effective(step) - 1) < 1e-7
    k_step = 0.5 / b + 0.5 * kr * (np.trace(qq) / BEADS - centroid_var)
    assert abs(k_step / k_reference_sum - 1) < 1e-7

# resonance limits with and without contraction
phi_edge = brentq(lambda f: 1 / np.tan(f / 2) - dk * f / (2 * kr), 2.0, 3.14)
edge = phi_edge / np.sqrt(kr)
assert abs(growth(0.999 * edge, True) - 1) < 1e-6
assert growth(1.005 * edge, True) > 1.01
top = np.sqrt(np.max(np.linalg.eigvalsh(ring)) + kr)
resonant = np.pi * (1 - 0.5 * dk / top**2) / top
growth_full, growth_one = growth(resonant, False), growth(resonant, True)
assert growth_full > 1.002 and abs(growth_one - 1) < 1e-6

# ---------- stochastic trajectories with contraction and time stepping ------
INNER = 8
inner_step = 0.05 / OMEGA
outer_step = INNER * inner_step
REPLICAS, STEPS, DISCARD = 1000, 560, 60
rng = np.random.default_rng(7)
eigenvalues, modes = np.linalg.eigh(laplacian)
eigenvalues[0] = 0.0
modes[:, 0] = 1 / np.sqrt(BEADS)
free = BEADS / BETA * np.sqrt(eigenvalues)
cosine = np.cos(free * inner_step)
sine_over = inner_step * np.sinc(free * inner_step / np.pi) / MASS
sine_times = MASS * free * np.sin(free * inner_step)
total_freq = np.sqrt(free**2 + omega_soft**2)
keep = np.exp(-0.5 * total_freq * outer_step)
kick_width = np.sqrt((1 - keep**2) * MASS * BEADS / BETA)
shape = (REPLICAS, BEADS)
q = rng.normal(size=shape) * np.sqrt(BEADS / (BETA * MASS)) / total_freq
p = rng.normal(size=shape) * np.sqrt(MASS * BEADS / BETA)
root = np.sqrt(BEADS)


def difference_force(q_modes):
    x = q_modes[:, 0] / root
    return -root * (target[1](x) - soft[1](x))


bead_gradient = soft[1](q @ modes.T)
force = -bead_gradient @ modes
slow = difference_force(q)
record = np.zeros(REPLICAS)
for step_index in range(STEPS):
    p = keep * p + kick_width * rng.normal(size=shape)
    p[:, 0] += 0.5 * outer_step * slow
    for _ in range(INNER):
        p += 0.5 * inner_step * force
        q, p = cosine * q + sine_over * p, cosine * p - sine_times * q
        positions = q @ modes.T
        bead_gradient = soft[1](positions)
        force = -bead_gradient @ modes
        p += 0.5 * inner_step * force
    slow = difference_force(q)
    p[:, 0] += 0.5 * outer_step * slow
    p = keep * p + kick_width * rng.normal(size=shape)
    if step_index >= DISCARD:
        deviation = positions - q[:, :1] / root
        record += 0.5 / BETA + 0.5 * np.mean(deviation * bead_gradient, axis=1)
record /= STEPS - DISCARD
k_md = record.mean()
se_md = record.std(ddof=1) / np.sqrt(REPLICAS)
k_target_32 = plain(target, BEADS)[0]
# 0.001 covers the inner-step bias, at most about (omega*inner_step)^2/3
assert abs(k_md - k_soft_32) < 4 * se_md + 0.001 * k_soft_32
assert k_target_32 - k_md > 5 * se_md

# ---------- output ----------
ev = pc['Hartree energy in eV'][0]
fs = pc['atomic unit of time'][0] * 1e15
kelvin = pc['hartree-kelvin relationship'][0] / BETA
print(f"mass {MASS:.0f} m_e, depth {DEPTH} Eh, a {A_TARGET} 1/bohr")
print(f"beta {BETA:.0f} 1/Eh, temperature {kelvin:.1f} K")
print(f"target curvature {K_TARGET:.4f} Eh/bohr^2")
print(f"soft reference curvature {2*DEPTH*a_soft**2:.4f} Eh/bohr^2")
print(f"soft reference a {a_soft:.6f} 1/bohr")
print(f"target frequency {OMEGA:.6f} Eh, beta*hbar*omega {b:.3f}")
print("-- harmonic limit, many beads")
print(f"K target formula {k_harmonic(OMEGA):.7f} Eh")
print(f"K reference formula {k_harmonic(omega_soft):.7f} Eh")
print(f"K contracted, computed {k_h:.7f} Eh, error {100*err_h:.3f} %")
print(f"dlnK/dlnk at beta=1000: {sensitivity(BETA):.5f}")
print(f"dlnK/dlnk at beta=100: {sensitivity(100.0):.5f}")
print("-- Morse, many beads")
print(f"K target {t_inf[0]:.7f} Eh, ground formula {k_ground(A_TARGET):.7f} Eh")
print(f"K reference {r_inf[0]:.7f} Eh, ground formula {k_ground(a_soft):.7f} Eh")
print(f"K contracted, soft reference {c_inf[0]:.7f} Eh")
print(f"K contracted, stiff reference {s_inf[0]:.7f} Eh")
print(f"error of reference alone {100*err_ref:.3f} %")
print(f"error contracted, soft {100*err_soft:.3f} %")
print(f"same error {1000*ev*(c_inf[0]-t_inf[0]):.3f} meV")
print(f"error contracted, stiff {100*err_stiff:.3f} %")
print(f"error from low-temperature formula, soft {100*err_formula:.3f} %")
print(f"error with target bead forces in estimator {100*err_mixed:.3f} %")
print(f"sigma^2 {sigma2:.6f} bohr^2, x0 estimate {x0:.6f} bohr")
print(f"gain over reference {100*gain:.4f} %, estimate {100*gain_formula:.4f} %")
print(f"share of reference error repaired {100*(1-err_soft/err_ref):.2f} %")
print(f"mean position target {t_inf[1]:.6f} bohr")
print(f"mean position reference {r_inf[1]:.6f} bohr")
print(f"mean position contracted {c_inf[1]:.6f} bohr")
print(f"centroid shift {shift:.6f} bohr, estimate {-MISMATCH*x0:.6f} bohr")
print("-- 32 beads")
print(f"K target {k_target_32:.7f} Eh, contracted {k_soft_32:.7f} Eh")
print(f"contracted K from mass derivative {k_mass:.7f} Eh")
print(f"noise-free error {100*(k_soft_32/k_target_32-1):.3f} %")
print(f"trajectory K {k_md:.7f} Eh, standard error {se_md:.7f} Eh")
print(f"trajectory error {100*(k_md/k_target_32-1):.3f} %"
      f" +- {100*se_md/k_target_32:.3f} %")
print(f"inner step {inner_step:.4f} a.u., outer step {outer_step:.4f} a.u.")
print(f"outer step {outer_step*fs:.4f} fs, inner steps per outer {INNER}")
print(f"replicas {REPLICAS}, outer steps {STEPS}, discarded {DISCARD}")
print("-- harmonic outer-step analysis, 32 beads")
print(f"k_eff/k at omega*step=0.4: {k_effective(0.4):.6f}")
print(f"k_eff/k at omega*step=1.5: {k_effective(1.5):.6f}")
print(f"contracted: first unstable phase {phi_edge:.5f} rad")
print(f"contracted: first unstable step {edge/OMEGA:.2f} a.u."
      f" = {edge/OMEGA*fs:.3f} fs")
print(f"uncontracted: resonant step tested {resonant/OMEGA:.2f} a.u."
      f" = {resonant/OMEGA*fs:.3f} fs")
print(f"growth per step there: uncontracted {growth_full:.6f}")
print(f"growth per step there: contracted {growth_one:.6f}")
print("no test failed")
```

Output:

```
mass 2000 m_e, depth 0.2 Eh, a 1.0 1/bohr
beta 1000 1/Eh, temperature 315.8 K
target curvature 0.4000 Eh/bohr^2
soft reference curvature 0.3800 Eh/bohr^2
soft reference a 0.974679 1/bohr
target frequency 0.014142 Eh, beta*hbar*omega 14.142
-- harmonic limit, many beads
K target formula 0.0035355 Eh
K reference formula 0.0034460 Eh
K contracted, computed 0.0034460 Eh, error -2.533 %
dlnK/dlnk at beta=1000: 0.49999
dlnK/dlnk at beta=100: 0.13458
-- Morse, many beads
K target 0.0034730 Eh, ground formula 0.0034730 Eh
K reference 0.0033866 Eh, ground formula 0.0033866 Eh
K contracted, soft reference 0.0033924 Eh
K contracted, stiff reference 0.0035508 Eh
error of reference alone -2.487 %
error contracted, soft -2.321 %
same error -2.194 meV
error contracted, stiff 2.240 %
error from low-temperature formula, soft -2.294 %
error with target bead forces in estimator 2.118 %
sigma^2 0.017678 bohr^2, x0 estimate 0.026517 bohr
gain over reference 0.1704 %, estimate 0.1989 %
share of reference error repaired 6.68 %
mean position target 0.026860 bohr
mean position reference 0.026852 bohr
mean position contracted 0.025616 bohr
centroid shift -0.001235 bohr, estimate -0.001326 bohr
-- 32 beads
K target 0.0033887 Eh, contracted 0.0033137 Eh
contracted K from mass derivative 0.0033137 Eh
noise-free error -2.212 %
trajectory K 0.0033129 Eh, standard error 0.0000031 Eh
trajectory error -2.235 % +- 0.091 %
inner step 3.5355 a.u., outer step 28.2843 a.u.
outer step 0.6842 fs, inner steps per outer 8
replicas 1000, outer steps 560, discarded 60
-- harmonic outer-step analysis, 32 beads
k_eff/k at omega*step=0.4: 0.997341
k_eff/k at omega*step=1.5: 0.956577
contracted: first unstable phase 2.98482 rad
contracted: first unstable step 216.54 a.u. = 5.238 fs
uncontracted: resonant step tested 47.93 a.u. = 1.159 fs
growth per step there: uncontracted 1.003667
growth per step there: contracted 1.000000
no test failed
```
